# Pyramid-to-dome transition and chemical potential jump of strained islands: test program

```python
"""
Strained islands on a wetting layer: pyramid (P) against dome (D).

Result under test: with E_i(V) = a_i V^(2/3) - b_i V, the preferred shape changes
at V_t = ((a_D - a_P)/(b_D - b_P))^3, and there the chemical potential
mu = Omega dE/dV jumps by -Omega (b_D - b_P)/3.

V      island volume; L base length; Omega volume per atom
a_i    surface coefficient, from facet energies minus the covered film surface
b_i    elastic relaxation per volume, (1 + nu) w0 q / v, leading order in slope
w0     strain energy density of the flat film, M * misfit^2
v, q   V / L^3 and Q / L^3, where Q = integral of k |h_k|^2 d^2k / (2 pi)^2
h      height profile; its slope depends only on max(|x|, |y|)
Energies are relative to the same material in a flat strained film.
Units: eV and angstrom.
"""
from collections import namedtuple
from math import asinh, sqrt, pi
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

# cap = half-width of the upper facets as a fraction of the base half-width
Shape = namedtuple("Shape", "side top cap gamma_side gamma_top")

modulus = 1.0        # biaxial modulus M, eV/A^3
misfit = 0.04
nu = 0.3
gamma_film = 0.06    # eV/A^2
omega = 20.0         # A^3
w0 = modulus * misfit**2
pyramid = Shape(0.2, 0.2, 0.0, 0.06, 0.06)
dome = Shape(0.5, 0.2, 0.5, 0.06, 0.06)


# ---------- elastic half-space under a sinusoidal tangential load ----------
def check_half_space():
    x, z = sp.symbols("x z", real=True)
    k, G, f = sp.symbols("k G f", positive=True)
    p = sp.Symbol("p")  # Poisson ratio
    A, B, C, D = sp.symbols("A B C D")
    ux = (A + B * z) * sp.exp(k * z) * sp.cos(k * x)
    uz = (C + D * z) * sp.exp(k * z) * sp.sin(k * x)
    div = sp.diff(ux, x) + sp.diff(uz, z)
    equations = []
    for u, var, wave in ((ux, x, sp.cos(k * x)), (uz, z, sp.sin(k * x))):
        navier = sp.diff(div, var) + (1 - 2 * p) * (
            sp.diff(u, x, 2) + sp.diff(u, z, 2))
        reduced = sp.expand(sp.expand(navier) / (sp.exp(k * z) * wave))
        equations += [reduced.coeff(z, 0), reduced.coeff(z, 1)]
    shear = G * (sp.diff(ux, z) + sp.diff(uz, x))
    normal = (1 - p) * sp.diff(uz, z) + p * sp.diff(ux, x)
    equations.append(sp.expand(shear.subs(z, 0) / sp.cos(k * x)) - f)
    equations.append(sp.expand(sp.expand(normal.subs(z, 0)) / sp.sin(k * x)))
    sol = sp.solve(equations, [A, B, C, D], dict=True)[0]
    assert sp.simplify(sol[A] - (1 - p) * f / (G * k)) == 0

    # stored energy must be half the work of the load
    numbers = {p: sp.Rational(3, 10), k: 2, G: 3, f: 5}
    vx, vz = ux.subs(sol).subs(numbers), uz.subs(sol).subs(numbers)
    exx, ezz = sp.diff(vx, x), sp.diff(vz, z)
    exz = (sp.diff(vx, z) + sp.diff(vz, x)) / 2
    ratio = (p / (1 - 2 * p)).subs(numbers)
    density = 3 * (exx**2 + ezz**2 + 2 * exz**2 + ratio * (exx + ezz)**2)
    # density = w1 sin^2 + w2 cos^2, so two points give the mean over x
    mean = (density.subs(x, 0) + density.subs(x, sp.pi / 4)) / 2
    stored = sp.integrate(sp.expand(mean), (z, -sp.oo, 0))
    half_work = (f * sol[A] / 4).subs(numbers)
    assert abs(float(stored - half_work)) < 1e-10


check_half_space()


# ---------- relaxation integral Q by two roads ----------
def column_pair(w1, w2, d):
    """Integral of 1/r over two parallel segments, half-lengths w1, w2."""
    def F(u):
        return u * asinh(u / d) - sqrt(u * u + d * d)
    return 2 * (F(w1 + w2) - F(w1 - w2))


def q_real_space(shape, length):
    half = length / 2
    kink = shape.cap * half

    def slope(t):
        return shape.top if t < kink else shape.side

    def inner(x):
        def f(d):
            x2 = x - d
            return slope(x2) * (column_pair(x, x2, d)
                                - column_pair(x, x2, x + x2))
        cuts = [0.0, x - kink, x] if 0 < kink < x else [0.0, x]
        total = sum(quad(f, lo, hi, epsabs=1e-9, epsrel=1e-7, limit=100)[0]
                    for lo, hi in zip(cuts[:-1], cuts[1:]))
        return 2 * slope(x) * total

    cuts = [0.0, kink, half] if kink > 0 else [0.0, half]
    return 2 / pi * sum(quad(inner, lo, hi, epsabs=1e-8, epsrel=1e-6)[0]
                        for lo, hi in zip(cuts[:-1], cuts[1:]))


def q_fourier(shape):
    step, count = 0.25, 1600
    k = (np.arange(count) + 0.5) * step
    kx, ky = k[:, None], k[None, :]

    def unit_pyramid(c):
        return 2 * c / (kx * ky) * (np.sinc((kx - ky) * c / pi)
                                    - np.sinc((kx + ky) * c / pi))
    h = shape.side * unit_pyramid(0.5)
    if shape.cap > 0:
        h = h + (shape.top - shape.side) * unit_pyramid(0.5 * shape.cap)
    return 4 * np.sum(np.hypot(kx, ky) * h**2) * step**2 / (4 * pi**2)


q = {}
for name, shape in (("P", pyramid), ("D", dome)):
    q[name] = q_real_space(shape, 1.0)
    # tolerance covers the cut-off and step of the wavevector grid
    assert abs(q_fourier(shape) / q[name] - 1) < 1e-3


# ---------- coefficients of the two-term energy ----------
def volume_factor(s):
    return (s.side * (1 - s.cap**3) + s.top * s.cap**3) / 6


def surface_factor(s):
    return (s.gamma_side * sqrt(1 + s.side**2) * (1 - s.cap**2)
            + s.gamma_top * sqrt(1 + s.top**2) * s.cap**2 - gamma_film)


def coefficients(s, q_value):
    v = volume_factor(s)
    return surface_factor(s) * v**(-2 / 3), (1 + nu) * w0 * q_value / v


def energy(ab, V):
    return ab[0] * V**(2 / 3) - ab[1] * V


def direct_island(s, length):
    """Volume and energy from vertices, a height grid and quadrature."""
    c = length / 2
    m = s.cap * c
    z1 = s.side * (c - m)
    apex = np.array([0, 0, z1 + s.top * m])
    p1, p2 = np.array([c, -c, 0]), np.array([c, c, 0])
    p3, p4 = np.array([m, m, z1]), np.array([m, -m, z1])
    side_area = 2 * np.linalg.norm(np.cross(p3 - p1, p4 - p2))
    top_area = 2 * np.linalg.norm(np.cross(p3 - apex, p4 - apex))
    n = 800
    g = np.abs((np.arange(n) + 0.5) / n * length - c)
    t = np.maximum(g[:, None], g[None, :])
    height = s.side * (c - np.maximum(t, m)) + s.top * np.maximum(m - t, 0)
    V = height.sum() * (length / n)**2
    surface = (s.gamma_side * side_area + s.gamma_top * top_area
               - gamma_film * length**2)
    stress = modulus * misfit
    shear_modulus = modulus * (1 - nu) / (2 * (1 + nu))
    relax = -stress**2 * (1 - nu) / (2 * shear_modulus) * q_real_space(s, length)
    return V, surface + relax


P = coefficients(pyramid, q["P"])
D = coefficients(dome, q["D"])
for s, ab, length in ((pyramid, P, 150.0), (dome, D, 90.0)):
    V, E = direct_island(s, length)
    # error of the height grid, measured against the surface term
    assert abs(E - energy(ab, V)) < 1e-3 * ab[0] * V**(2 / 3)

da, db = D[0] - P[0], D[1] - P[1]
assert da > 0 and db > 0


# ---------- transition volume and jump ----------
def crossing(p, d):
    return brentq(lambda V: energy(p, V) - energy(d, V), 1.0, 1e9, xtol=1e-8)


def envelope(V, p=P, d=D):
    return np.minimum(energy(p, V), energy(d, V))


def numerical_jump(V, p, d):
    h = 1e-5 * V
    right = (envelope(V + h, p, d) - envelope(V, p, d)) / h
    left = (envelope(V, p, d) - envelope(V - h, p, d)) / h
    return omega * (right - left)


Vt = (da / db)**3
jump = -omega * db / 3
assert abs(crossing(P, D) / Vt - 1) < 1e-8
assert abs(numerical_jump(crossing(P, D), P, D) / jump - 1) < 1e-3

# a costlier steep facet moves the transition but leaves the jump unchanged
D_costly = coefficients(dome._replace(gamma_side=0.061), q["D"])
Vt_costly = crossing(P, D_costly)
jump_costly = numerical_jump(Vt_costly, P, D_costly)
assert Vt_costly > 1.1 * Vt
assert abs(jump_costly / jump - 1) < 1e-3


# ---------- window in which the pyramid is the best of the three states ----------
def pyramid_window(p, d):
    V = np.geomspace(1.0, 1e8, 400001)
    best = (energy(p, V) < 0) & (energy(p, V) < energy(d, V))
    return (V[best][0], V[best][-1]) if best.any() else None


V0P, V0D = (P[0] / P[1])**3, (D[0] / D[1])**3
window = pyramid_window(P, D)
assert V0P < V0D and window is not None
assert abs(window[0] / V0P - 1) < 1e-3 and abs(window[1] / Vt - 1) < 1e-3
P_bad = coefficients(pyramid._replace(gamma_side=0.062), q["P"])
D_bad = coefficients(dome._replace(gamma_top=0.062), q["D"])
assert D_bad[0] > P_bad[0]
assert P_bad[0] / P_bad[1] > D_bad[0] / D_bad[1]
assert pyramid_window(P_bad, D_bad) is None

# ---------- transition delayed by a barrier ----------
Vx = 2 * Vt
shrink = (Vt / Vx)**(1 / 3)
late_jump = -omega * db * (1 - 2 / 3 * shrink)
released = db * Vx * (1 - shrink)
h = 1e-4 * Vx
slopes = [omega * (energy(ab, Vx + h) - energy(ab, Vx - h)) / (2 * h)
          for ab in (P, D)]
assert abs((slopes[1] - slopes[0]) / late_jump - 1) < 1e-6
assert abs((energy(P, Vx) - energy(D, Vx)) / released - 1) < 1e-8

# ---------- moving one atom from a pyramid to a dome lowers the energy ----------
small = np.linspace(0.05, 0.99, 60)[:, None] * Vt
large = np.linspace(1.01, 5.0, 60)[None, :] * Vt
transfer = (envelope(small - omega) - envelope(small)
            + envelope(large + omega) - envelope(large))
assert np.all(transfer < 0)


# ---------- worked example ----------
def mu(ab, V):
    return omega * (2 / 3 * ab[0] * V**(-1 / 3) - ab[1])


hartree = constants.physical_constants["Hartree energy in eV"][0]
bohr = constants.physical_constants["Bohr radius"][0] * 1e10
assert abs(mu(D, Vt) - mu(P, Vt) - jump) < 1e-10

print(f"biaxial modulus M = {modulus:.2f} eV/A^3")
print(f"misfit = {misfit:.2f}, Poisson ratio = {nu:.2f} (no unit)")
print(f"flat-film strain energy density w0 = {w0:.6f} eV/A^3")
print(f"surface energy of film and all facets = {gamma_film:.3f} eV/A^2")
print(f"volume per atom = {omega:.1f} A^3")
print(f"pyramid slope = {pyramid.side:.2f} (no unit)")
print(f"dome side slope = {dome.side:.2f}, cap slope = {dome.top:.2f},"
      f" cap width fraction = {dome.cap:.2f} (no unit)")
for name, label, s, ab in (("P", "pyramid", pyramid, P), ("D", "dome", dome, D)):
    L = (Vt / volume_factor(s))**(1 / 3)
    peak = L / 2 * (s.side * (1 - s.cap) + s.top * s.cap)
    print(f"{label}: v = V/L^3 = {volume_factor(s):.6f} (no unit)")
    print(f"{label}: q = Q/L^3 = {q[name]:.6f} (no unit)")
    print(f"{label}: surface factor Gamma = {surface_factor(s):.6f} eV/A^2")
    print(f"{label}: a = {ab[0]:.6f} eV/A^2")
    print(f"{label}: b = {ab[1]:.4e} eV/A^3")
    print(f"{label}: b/w0 = {ab[1] / w0:.4f} (no unit)")
    print(f"{label}: a/b = {ab[0] / ab[1]:.3f} A")
    print(f"{label}: zero-energy volume = {(ab[0] / ab[1])**3:.0f} A^3")
    print(f"{label} at V_t: base = {L:.2f} A, height = {peak:.2f} A")
    print(f"{label} at V_t: energy = {energy(ab, Vt):.4f} eV")
    print(f"{label} at V_t: mu = {1e3 * mu(ab, Vt):.4f} x 10^-3 eV")
print(f"Delta a = {da:.6f} eV/A^2")
print(f"Delta b = {db:.4e} eV/A^3")
print(f"Delta a / Delta b = {da / db:.3f} A")
print(f"transition volume V_t = {Vt:.0f} A^3 = {Vt / bohr**3:.0f} bohr^3")
print(f"atoms at V_t = {Vt / omega:.0f}")
print(f"energy per atom at V_t = {1e3 * omega * energy(P, Vt) / Vt:.4f} x 10^-3 eV")
print(f"jump of mu at V_t = {1e3 * jump:.4f} x 10^-3 eV"
      f" = {jump / hartree:.4e} hartree")
print(f"jump by finite differences = "
      f"{1e3 * numerical_jump(Vt, P, D):.4f} x 10^-3 eV")
print(f"steep facet at 0.061 eV/A^2: V_t = {Vt_costly:.0f} A^3")
print(f"steep facet at 0.061 eV/A^2: jump = {1e3 * jump_costly:.4f} x 10^-3 eV")
print(f"delayed transition volume V_x = {Vx:.0f} A^3")
print(f"jump of mu at V_x = {1e3 * late_jump:.4f} x 10^-3 eV")
print(f"energy released at V_x = {released:.4f} eV")
print("all tests passed")
```

Printed output:

```
biaxial modulus M = 1.00 eV/A^3
misfit = 0.04, Poisson ratio = 0.30 (no unit)
flat-film strain energy density w0 = 0.001600 eV/A^3
surface energy of film and all facets = 0.060 eV/A^2
volume per atom = 20.0 A^3
pyramid slope = 0.20 (no unit)
dome side slope = 0.50, cap slope = 0.20, cap width fraction = 0.50 (no unit)
pyramid: v = V/L^3 = 0.033333 (no unit)
pyramid: q = Q/L^3 = 0.006615 (no unit)
pyramid: surface factor Gamma = 0.001188 eV/A^2
pyramid: a = 0.011472 eV/A^2
pyramid: b = 4.1276e-04 eV/A^3
pyramid: b/w0 = 0.2580 (no unit)
pyramid: a/b = 27.794 A
pyramid: zero-energy volume = 21470 A^3
pyramid at V_t: base = 132.12 A, height = 13.21 A
pyramid at V_t: energy = -10.9896 eV
pyramid at V_t: mu = -4.6578 x 10^-3 eV
dome: v = V/L^3 = 0.077083 (no unit)
dome: q = Q/L^3 = 0.032287 (no unit)
dome: surface factor Gamma = 0.005609 eV/A^2
dome: a = 0.030966 eV/A^2
dome: b = 8.7122e-04 eV/A^3
dome: b/w0 = 0.5445 (no unit)
dome: a/b = 35.543 A
dome: zero-energy volume = 44902 A^3
dome at V_t: base = 99.91 A, height = 17.48 A
dome at V_t: energy = -10.9896 eV
dome at V_t: mu = -7.7142 x 10^-3 eV
Delta a = 0.019493 eV/A^2
Delta b = 4.5845e-04 eV/A^3
Delta a / Delta b = 42.520 A
transition volume V_t = 76874 A^3 = 518771 bohr^3
atoms at V_t = 3844
energy per atom at V_t = -2.8591 x 10^-3 eV
jump of mu at V_t = -3.0563 x 10^-3 eV = -1.1232e-04 hartree
jump by finite differences = -3.0564 x 10^-3 eV
steep facet at 0.061 eV/A^2: V_t = 145683 A^3
steep facet at 0.061 eV/A^2: jump = -3.0564 x 10^-3 eV
delayed transition volume V_x = 153748 A^3
jump of mu at V_x = -4.3174 x 10^-3 eV
energy released at V_x = 14.5412 eV
all tests passed
```
